# G0W0 with RPA Screening as an Electron-Boson and Ring Coupled-Cluster Problem

Consider a closed-shell molecule with real Hartree-Fock orbitals: $i,j,k$ occupied, $a$ virtual, $p,q,r,s$ any. Hartree atomic units are used. A pair index is $\mu=ia$, with gap $D_\mu=\epsilon_a-\epsilon_i>0$, and braces denote normal order with respect to the determinant $|\Phi\rangle$. Screening is taken from the direct RPA, without exchange in the response. G0W0 means the full matrix self-energy built from these orbitals, not its diagonal approximation.

## (a) Which boson model represents the ring part of the Coulomb interaction?

**Solution.** Let $n_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$. The normal-ordered interaction is $\frac12\sum(pq|rs)\{n_{pq}n_{rs}\}$. The normalized singlet pair operator is $n_{ai}/\sqrt2$; we replace it by a boson $b^\dagger_{ia}$ with $[b_\mu,b^\dagger_\nu]=\delta_{\mu\nu}$. Triplet pairs do not couple to the spin-summed density.

If both densities are pair densities, the two factors $\sqrt2$ give the kernel $K_{ia,jb}=2(ia|jb)$. If only one is, there are two choices for it, which cancel the factor $\frac12$, and the coupling is $V_{pq,ia}=\sqrt2(pq|ia)$. With the pair gaps added,
$$H=\sum_{p\sigma}\epsilon_p\{a^\dagger_{p\sigma}a_{p\sigma}\}+H_B+\sum_{pq\mu}V_{pq,\mu}\{n_{pq}\}(b_\mu+b_\mu^\dagger),$$
$$H_B=b^\dagger Ab+\tfrac12(b^\dagger Bb^\dagger+bBb),\qquad A=D+K,\quad B=K.$$
Vectors are transposed as needed.

This is a model. Electrons and bosons commute, so the Pauli principle between a pair and a further electron is lost, as is exchange inside the pair space. An occupied-virtual density also occurs twice, as an electron operator and as a boson.

## (b) Diagonalize the bosons and find the coupling to the new ones.

**Solution.** Since $K$ is a Coulomb Gram matrix, $K\ge0$, so $A-B=D$ and $A+B=D+2K$ are positive and the RPA is stable. Let
$$D^{1/2}(D+2K)D^{1/2}Z=Z\Omega^2,\qquad Z^TZ=1,$$
$$X+Y=D^{1/2}Z\Omega^{-1/2},\qquad X-Y=D^{-1/2}Z\Omega^{1/2}.$$
Substitution gives $(A+B)(X+Y)=(X-Y)\Omega$ and $(A-B)(X-Y)=(X+Y)\Omega$. Half their sum and half their difference are
$$AX+BY=X\Omega,\qquad BX+AY=-Y\Omega. \tag{1}$$
Also $(X+Y)^T(X-Y)=1$. Its symmetric and antisymmetric parts, and those of $(X+Y)(X-Y)^T=1$, are
$$X^TX-Y^TY=1,\quad X^TY=Y^TX,\quad XX^T-YY^T=1,\quad XY^T=YX^T. \tag{2}$$
Therefore $\beta=X^Tb-Y^Tb^\dagger$ are bosons, with inverse $b=X\beta+Y\beta^\dagger$. From $[b,H_B]=Ab+Bb^\dagger$ and $[b^\dagger,H_B]=-Ab^\dagger-Bb$,
$$[\beta,H_B]=(X^TA+Y^TB)b+(X^TB+Y^TA)b^\dagger=\Omega\beta.$$
So $H_B=\beta^\dagger\Omega\beta+E_c$. To find $E_c$, write $H_B$ as a symmetrically ordered form minus $\frac12\mathrm{Tr}A$. A linear transformation preserves symmetric order, and $\frac12(\beta^\dagger\Omega\beta+\beta\Omega\beta^\dagger)$ contains $\frac12\mathrm{Tr}\,\Omega$. Hence
$$E_c=\tfrac12\mathrm{Tr}(\Omega-A).$$
Finally $b+b^\dagger=(X+Y)(\beta+\beta^\dagger)$, so the coupling becomes $W=V(X+Y)$, that is, $W_{pq,\nu}=\sum_\mu V_{pq,\mu}(X+Y)_{\mu\nu}$.

## (c) Project the equation of motion on one electron and at most one boson.

Use the operators $a_p$, $a_i\beta^\dagger_\nu$, $a_a\beta_\nu$ of one spin, and expectation values in $|\Phi\rangle|0_\beta\rangle$.

**Solution.** We need $S_{IJ}=\langle\{O_I,O_J^\dagger\}\rangle$ and $L_{IJ}=\langle\{[O_I,H],O_J^\dagger\}\rangle$, where the outer braces are now anticommutators. The metric $S$ is the unit matrix: for example, $a_i\beta_\nu^\dagger$ has norm $\langle a_i^\dagger a_i\rangle\langle\beta_\nu\beta_\nu^\dagger\rangle=1$, while overlaps between different kinds of operator contain $\langle\beta\rangle$ or $\langle\beta^\dagger\beta^\dagger\rangle$ and vanish.

For the electron operators,
$$[a_p,H]=\epsilon_pa_p+\sum_{q\mu}W_{pq,\mu}a_q(\beta_\mu+\beta^\dagger_\mu).$$
This gives $L_{pq}=\epsilon_p\delta_{pq}$, $L_{p,i\nu}=W_{pi,\nu}$ and $L_{p,a\nu}=W_{pa,\nu}$. For the hole products,
$$[a_i\beta_\nu^\dagger,H]=(\epsilon_i-\Omega_\nu)a_i\beta_\nu^\dagger+\sum_{q\mu}W_{iq,\mu}a_q(\beta_\mu+\beta_\mu^\dagger)\beta_\nu^\dagger-a_i\sum_{rs}W_{rs,\nu}\{n_{rs}\}.$$
Against $a_p^\dagger$ the second term gives $W_{ip,\nu}$. The third gives zero: $\langle\Phi|a_i=0$ removes one order of the anticommutator, and the other would need a contraction of $a_i$ with $a_r^\dagger$, which vanishes for occupied $i$.

For the particle products,
$$[a_a\beta_\nu,H]=(\epsilon_a+\Omega_\nu)a_a\beta_\nu+\sum_{q\mu}W_{aq,\mu}a_q(\beta_\mu+\beta_\mu^\dagger)\beta_\nu+a_a\sum_{rs}W_{rs,\nu}\{n_{rs}\}.$$
Here the second term vanishes because $\beta_\nu|0_\beta\rangle=0$. In the third, $a_a$ contracts with $a_r^\dagger$ and $a_s$ with $a_p^\dagger$, in one order for virtual $p$ and in the other for occupied $p$. Both give $W_{ap,\nu}$.

Between two products, every coupling term contains an odd number of boson operators and vanishes. With $\epsilon_h,\epsilon_v$ the occupied and virtual energies,
$$L=\begin{pmatrix}\epsilon&W^{h}&W^{v}\\(W^{h})^T&\epsilon_h-\Omega&0\\(W^{v})^T&0&\epsilon_v+\Omega\end{pmatrix}. \tag{3}$$

Normal order matters. Without it, $H$ gains $\sum_\nu s_\nu(\beta_\nu+\beta_\nu^\dagger)$, where $s_\nu$ is the sum of $W_{kk,\nu}$ over occupied spin orbitals. Its commutators add $-s_\nu a_i$ to the hole rows and $+s_\nu a_a$ to the particle rows, but nothing to the rows of $a_p$, so $L$ loses its symmetry. This tadpole is a Hartree potential, which $\epsilon_p$ already contains.

## (d) Is this G0W0, and does it solve $H$?

**Solution.** Eliminating the products from $(\omega-L)^{-1}$ leaves $G^{-1}=\omega-\epsilon-\Sigma(\omega)$ with
$$\Sigma_{pq}(\omega)=\sum_{i\nu}\frac{W_{pi,\nu}W_{qi,\nu}}{\omega-\epsilon_i+\Omega_\nu}+\sum_{a\nu}\frac{W_{pa,\nu}W_{qa,\nu}}{\omega-\epsilon_a-\Omega_\nu}. \tag{4}$$
Now start instead from the screened interaction. At imaginary frequency $iu$ the independent-pair response is $\chi_0=-2D/(D^2+u^2)$, and $\chi=\chi_0+\chi_0K\chi$ gives
$$\chi^{-1}=\chi_0^{-1}-K=-\tfrac12D^{-1/2}\left[D^{1/2}(D+2K)D^{1/2}+u^2\right]D^{-1/2}.$$
Inverting with the eigenvectors $Z$, and using $D^{1/2}Z=(X+Y)\Omega^{1/2}$,
$$\chi(iu)=-(X+Y)\frac{2\Omega}{\Omega^2+u^2}(X+Y)^T.$$
The interaction beyond the bare one is $W^c=V\chi V^T$. For $z$ with real part in the gap, the G0W0 convolution, rotated to the imaginary axis, is
$$\Sigma_{pq}(z)=-\int_{-\infty}^{\infty}\frac{du}{2\pi}\sum_k\frac{W^c_{pk,qk}(iu)}{z+iu-\epsilon_k},$$
where $k$ runs over all orbitals in this formula. Put $c=z-\epsilon_k$. For a virtual orbital $\mathrm{Re}\,c<0$, and the electron pole $u=ic$ lies in the lower half plane. Closing above picks up $u=i\Omega_\nu$ and gives $1/(c-\Omega_\nu)$. For an occupied orbital, closing below gives $1/(c+\Omega_\nu)$. This is (4). The static exchange is already in the Hartree-Fock energies; another mean field would add a static correction to $\epsilon$.

The projected problem is thus G0W0, but it is not the exact solution of $H$. Expand the irreducible self-energy of $H$ in the coupling. Odd orders vanish because they contain an odd number of boson fields. At second order the tadpole vanishes by normal order, and one-boson exchange gives (4). The difference starts at fourth order, with vertex corrections, corrected electron lines, tadpoles from the density changed by the coupling, and electron-pair bubbles in the boson line. The bubbles count pairs that the bosons already describe, so the exact solution of $H$ contains a double counting that is absent from G0W0.

A model with three spinless orbitals at $-0.9,-0.5,0.4$ hartree, the first two occupied, shows the difference. At full coupling the pole of the upper occupied level is $-0.4426$ hartree in G0W0 and $-0.4308$ hartree for the exact $H$. With the bosons fixed and the electron-boson coupling scaled by $0.25$ and then $0.125$, the difference falls from $4.618\times10^{-5}$ to $2.888\times10^{-6}$ hartree. The ratio is $15.99$, close to $2^4$.

## (e) Obtain the same boson vacuum from ring coupled cluster.

**Solution.** Take $T=\frac12b^\dagger tb^\dagger$ with symmetric $t$. Then $e^{-T}be^T=b+tb^\dagger$, while $b^\dagger$ is unchanged. Inserting this in $H_B$ and moving creators to the left gives
$$e^{-T}H_Be^T=\tfrac12\mathrm{Tr}(Bt)+\tfrac12b^\dagger(B+At+tA+tBt)b^\dagger+b^\dagger(A+tB)b+\tfrac12bBb.$$
The vacuum is a right eigenvector if
$$B+At+tA+tBt=0. \tag{5}$$
With $A=D+K$ and $B=K$ this reads $(D_\mu+D_\nu)t_{\mu\nu}=-(K+Kt+tK+tKt)_{\mu\nu}$, the amplitude equation of direct ring coupled-cluster doubles, in which only ring contractions are kept.

Equation (5) is quadratic and has several solutions. The one that gives the vacuum of the $\beta_\nu$, as part (f) confirms, is $t=YX^{-1}$. The inverse exists because $XX^T=1+YY^T>0$, and $t$ is symmetric because $X^TtX=X^TY$ is. Equation (1) gives
$$A+Bt=X\Omega X^{-1},\qquad B+At=-Y\Omega X^{-1}=-t(A+Bt),$$
and the second relation is (5). The first shows that $A+Bt$ has the RPA energies as eigenvalues, so $\mathrm{Tr}(Bt)=\mathrm{Tr}(\Omega-A)$ and the ring energy is $E_c$.

In the three-orbital model $K_{11}=0.25$, $K_{22}=0.29$, $K_{12}=0.07$, and $t_{11}=-0.08033$, $t_{22}=-0.12264$, $t_{12}=-0.02105$. Then
$$\tfrac12\left[0.25(-0.08033)+0.29(-0.12264)+2(0.07)(-0.02105)\right]=-0.0293\ \text{hartree}.$$
The RPA energies give $\frac12(1.14444+1.53696-2.74)=-0.0293$ hartree, with $\mathrm{Tr}A=1.3+0.9+0.25+0.29=2.74$.

## (f) Which coupled-cluster equation of motion gives G0W0?

**Solution.** Use the unitary operator $U=e^\sigma$, $\sigma=\frac12(b^\dagger\theta b^\dagger-b\theta b)$, with $\theta$ real and symmetric. Since $[b,\sigma]=\theta b^\dagger$ and $[b^\dagger,\sigma]=\theta b$,
$$U^\dagger bU=\cosh\theta\,b+\sinh\theta\,b^\dagger,\qquad U^\dagger(b+b^\dagger)U=e^\theta(b+b^\dagger).$$
The state $U|0\rangle$ is annihilated by $UbU^\dagger=\cosh\theta\,(b-\tanh\theta\,b^\dagger)$, and $e^T|0\rangle$ by $b-tb^\dagger$. They are the same state, up to normalization, if $t=\tanh\theta$. This $\theta$ exists: (2) gives $X^T(1-t^2)X=1$, so $1-t^2>0$.

Because $\beta=X^T(b-tb^\dagger)$, we have $\beta=R^TUbU^\dagger$ with $R=(\cosh\theta)^{-1}X$. This $R$ is orthogonal, since $R^TR=X^T(1-t^2)X=1$. Hence $X=\cosh\theta\,R$, $Y=tX=\sinh\theta\,R$, and
$$W=Ve^\theta R,\qquad U^\dagger H_BU=E_c+b^\dagger\tilde Ab,\qquad\tilde A=R\Omega R^T.$$
The equation of motion of $U^\dagger HU$ in $a_p,a_ib^\dagger,a_ab$ therefore has vertices $Ve^\theta$ and boson matrix $\tilde A$. The rotation $R$ turns it into (3). Ring unitary coupled cluster, with this operator space, gives the G0W0 self-energy.

## (g) What changes if only $e^T$ is used, and what restores G0W0?

**Solution.** After the similarity transformation the coupling is $V[(1+t)b^\dagger+b]$ and the boson matrix is $C=A+tB$. Repeat part (c) with the bare vacuum on both sides. The element from $a_p$ to $a_ib_\nu^\dagger$ picks the coefficient of $b_\nu^\dagger$, which is $V(1+t)$; the reverse element picks that of $b_\nu$, which is $V$. From $[b_\nu^\dagger,b^\dagger Cb]=-(C^Tb^\dagger)_\nu$ the hole-product block is $\epsilon_i-C^T$, with $C^T=A+Bt$. The term $\frac12bBb$ has no matrix element in this space. With $V_i$ the matrix $V_{pi,\mu}$ at fixed $i$, the hole part is
$$\Sigma^h_T=\sum_iV_i(1+t)\frac1{\omega-\epsilon_i+A+Bt}V_i^T=\sum_iV_i(X+Y)\frac1{\omega-\epsilon_i+\Omega}X^{-1}V_i^T,$$
where $(1+t)X=X+Y$ was used. The particle part has the two vertices interchanged. The poles of this self-energy are those of the G0W0 self-energy, but one vertex has $X^{-1}$ in place of $(X+Y)^T$. Multiplying $X^TX-Y^TY=1$ by $X^{-1}$ from the right gives $X^{-1}=X^T-Y^Tt$, so the missing factor is
$$(X+Y)^T-X^{-1}=Y^T(1+t),$$
which is of first order in $t$, since $Y=tX$.

The cause is $\frac12bBb$: the bare bra is not a left eigenvector. Use $\langle0|e^{\mathcal Z}$ with $\mathcal Z=\frac12bzb$ and $z$ symmetric. The ket is unchanged, since $e^{-\mathcal Z}|0\rangle=|0\rangle$. We therefore transform the Hamiltonian once more, to $e^{\mathcal Z}e^{-T}He^Te^{-\mathcal Z}$, and again use the operators $a_p,a_ib^\dagger,a_ab$ with the bare vacuum on both sides. Since $e^{\mathcal Z}b^\dagger e^{-\mathcal Z}=b^\dagger+zb$, the $bb$ term disappears when
$$zC+C^Tz+B=0. \tag{6}$$
The solution is $z=YX^T$, symmetric by (2). With $C=X^{-T}\Omega X^T$, equations (1) and (2) give
$$zC+C^Tz=Y\Omega X^T+X\Omega Y^T=-B(XX^T-YY^T)+A(XY^T-YX^T)=-B.$$
It is unique because the eigenvalues of $C$ are positive. The coefficient of $b$ in the coupling is now $V[1+(1+t)z]$. Since $tz=tXY^T=YY^T$, the bracket equals $1+YY^T+YX^T=(X+Y)X^T$. In the hole part $X^{-1}V_i^T$ becomes $X^{-1}X(X+Y)^TV_i^T=(X+Y)^TV_i^T$, which is G0W0 again.

If $B=0$ in the boson problem (Tamm-Dancoff screening), then $t=z=0$ and all these forms coincide. For one mode with small $K/D$, $\Omega\approx D+K$ and $t\approx-K/(2D)$. The residue, relative to $V^2$, is $(X+Y)^2=D/\Omega\approx1-K/D$ in G0W0, $1+t\approx1-K/(2D)$ with $T$ alone, and $1$ in Tamm-Dancoff screening. To this order $T$ alone supplies half of the reduction.

## (h) How large are the differences for water?

Take Hartree-Fock/6-31G\* (spherical $d$ functions), with O–H $0.96$ Å and angle $104.5^\circ$. Include an ionization problem restricted to the states $a_i|\Phi\rangle|0_\beta\rangle$ and $a_i\beta_\nu^\dagger|\Phi\rangle|0_\beta\rangle$.

**Solution.** There are $5\times13=65$ bosons, and (3) has dimension $18(1+65)=1188$. The restricted problem keeps only occupied $p$ and the hole products in (3). The first ionization energies are:

| Treatment | Energy (eV) |
|---|---|
| Hartree-Fock orbital energy | 13.535 |
| G0W0, full RPA screening | 12.183 |
| Unitary ring CC | 12.183 |
| Ring CC, $T$ alone | 11.922 |
| G0W0, Tamm-Dancoff screening | 11.709 |
| Hole-only problem, RPA bosons | 10.909 |

Full G0W0 lowers the Hartree-Fock value by $0.497399-0.447713=0.049686$ hartree, or $1.352$ eV. The highest occupied orbital has weight $0.951$ in the pole.

The largest eigenvalue of $t$ in magnitude is $0.193$, so the missing vertex factor is not negligible: $T$ alone lies $0.261$ eV below G0W0. Of the $0.474$ eV between Tamm-Dancoff and full screening it recovers $0.213$ eV, a fraction of $0.45$, near the one-mode estimate of one half.

The hole-only value is $1.274$ eV below G0W0. It lacks the particle sum in (4), whose diagonal element is negative at the ionization pole, and the virtual orbitals $p$, whose levels lie above that pole and push it down. Without both the pole lies higher and the ionization energy is smaller; the missing particle sum causes most of the change: dropping it alone lowers the ionization energy by $1.221$ eV, dropping the virtual $p$ alone by $0.015$ eV. Using the correct screened bosons is thus not enough; G0W0 also couples electron removal to electron addition.

The numerical output confirms the self-energy identities against the Dyson equation for $\chi$. The basis is small, and the energies compare theories rather than predict a measurement. They are not converged to the digits shown. In aug-cc-pVTZ the Hartree-Fock value is $13.88$ eV and G0W0 gives $12.89$ eV, $0.71$ eV above the table and still $0.1$ eV above cc-pVTZ. The G0W0 correction shrinks from $1.35$ to $0.99$ eV, the hole-only gap grows from $1.27$ to $1.98$ eV, and the pole weight falls to $0.93$. The order of the treatments is unchanged, and the differences between screenings move little: $T$ alone lies $0.27$ eV and Tamm-Dancoff $0.47$ eV below G0W0, a recovered fraction of $0.43$. Full fermionic EOM coupled cluster with singles and doubles contains exchange and non-ring terms, to which the equivalence shown here does not extend.

## Computed results

```
MODEL: 3 spinless orbitals, 2 bosons
orbital energies (hartree): [-0.9 -0.5  0.4]
bare pair gaps (hartree): [1.3 0.9]
kernel K (hartree): [[0.25, 0.07], [0.07, 0.29]]
RPA energies (hartree): [1.144439 1.536964]
ring amplitudes t: [[-0.080333, -0.021053], [-0.021053, -0.122642]]
boson ground-state energy (hartree): -0.02929828
same from (sum Omega - Tr A)/2 (hartree): -0.02929828
max error, commutators vs GW matrix (hartree): 2.2e-13
max error, commutators vs T-only matrix (hartree): 4.4e-16
tadpole terms without normal order (hartree): [-0.54906 -0.46006]
GW pole, full coupling (hartree): -0.442576
exact electron-boson pole (hartree): -0.430844
exact minus GW, coupling x 0.25 (hartree): 4.6183e-05
exact minus GW, coupling x 0.125 (hartree): 2.8875e-06
ratio of these differences: 15.994
WATER: HF/6-31G* starting point
O-H length (angstrom): 0.96; angle (degree): 104.5
orbitals: 18; occupied: 5; boson modes: 65
dimension of GW supermatrix: 1188
HF total energy (hartree): -76.009009
HOMO energy, HF (hartree): -0.497399
LUMO energy, HF (hartree): 0.214074
lowest bare gap (hartree): 0.711472
lowest RPA energy (hartree): 0.732756
largest |eigenvalue| of t: 0.193372
largest |theta|: 0.195837
RPA correlation, plasmon sum (hartree): -0.20584720
RPA correlation, ring CC (hartree): -0.20584720
RPA correlation, frequency integral (hartree): -0.20584720
max self-energy deviation from Dyson route (hartree):
  Bogoliubov bosons: 7.3e-16
  unitary ring CC: 8.9e-16
  ring CC with left state: 7.1e-16
  ring CC, T only: 0.0106
GW self-energy of HOMO at HF energy (hartree): 0.052902
HOMO weight in GW pole: 0.9509
first ionization energy (hartree; eV):
  HF orbital energy: 0.497399; 13.535
  G0W0, full RPA: 0.447713; 12.183
  EOM unitary ring CC: 0.447713; 12.183
  G0W0, Tamm-Dancoff screening: 0.430282; 11.709
  EOM ring CC, T only: 0.438115; 11.922
  hole-only EOM, RPA bosons: 0.400912; 10.909
```
